# Heat exchange between parallel plates through free-molecular argon

## Problem

Two parallel plates face each other across a gap of width \(L=0.10\) mm filled with argon at a pressure \(p=1.0\) Pa (7.50 mTorr). The plates are squares of side \(W=20\) mm. The hot plate is at \(T_1=305\) K and the cold plate at \(T_2=295\) K, so the mean temperature is \(T=300\) K. Every atom that strikes a plate leaves it with the velocity distribution belonging to that plate's temperature; this is called full accommodation. Atoms cross the gap without meeting one another.

(a) Show that the gas carries heat with a coefficient \(h=q/(T_1-T_2)\) of about 0.66 W/(m² K), where \(q\) is the heat flux from the hot plate to the cold one.

(b) Find \(q\) for a temperature difference that is not small.

(c) Decide whether the neglect of collisions is justified, and estimate the effects of incomplete accommodation, radiation and the plate edges.

Here \(p\) is the normal force per unit area on a plate, \(k\) is Boltzmann's constant, and \(m=6.634\times10^{-26}\) kg is the mass of an argon atom. Argon is monatomic, so its thermal energy is kinetic energy alone. The state is steady.

## First estimate by scaling

A gas of number density \(n=p/(kT)\) has atoms with speeds of order \(s=\sqrt{kT/m}\). About \(ns\) atoms therefore cross unit area per unit time, and each carries an excess energy of order \(k(T_1-T_2)\). Hence

\[
h\sim n s k=\frac{p}{T}\sqrt{\frac{kT}{m}} .
\]

With \(kT=4.142\times10^{-21}\) J, the speed is \(s\approx250\) m/s, and

\[
h\sim\frac{1.0\times250}{300}\approx0.83\ \text{W/(m² K)} .
\]

The gap width does not appear. A wider gap lengthens each crossing, but at fixed pressure it also holds more atoms, and the rate of arrivals stays the same. The estimate leaves a numerical factor open, which the velocity distribution must supply.

## Exact solution of the collisionless model

**Rate of striking.** First take a gas in equilibrium at temperature \(T\), with the \(z\) axis normal to the plates. The distributions of \(v_x\) and \(v_y\) integrate to one, so the number of atoms striking unit area per unit time is

\[
\Gamma=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v_z\,e^{-mv_z^2/2kT}\,dv_z .
\]

The integral equals \(kT/m\). Therefore

\[
\Gamma=n\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .
\]

In terms of the mean speed \(\bar v=\sqrt{8kT/(\pi m)}\) this is \(\Gamma=n\bar v/4\). For the argon here, \(\bar v=398.7\) m/s and \(\Gamma=2.407\times10^{22}\) m⁻² s⁻¹.

**Energy per crossing.** Fast atoms cross a surface more often than slow ones, so an average over crossing atoms contains an extra weight \(v_z\). Put \(w=mv_z^2/2\), for which \(v_z\,dv_z=dw/m\). The mean energy of the normal motion is then

\[
\langle w\rangle=\frac{\int_0^\infty w\,e^{-w/kT}\,dw}{\int_0^\infty e^{-w/kT}\,dw}=kT .
\]

The weight does not involve \(v_x\) or \(v_y\), so each of these motions keeps its usual \(kT/2\). A crossing atom carries \(2kT\) on average. The value \(3kT/2\) belongs to atoms in a volume; used here, it would lower \(h\) by a quarter, to 0.498 W/(m² K).

**Heat flux.** An atom emitted by a plate has the same weighted distribution as an atom crossing a surface in a gas at that plate's temperature. Without collisions it keeps its energy until it reaches the other plate. In the steady state the two opposite streams have equal number fluxes, again called \(\Gamma\), since otherwise atoms would pile up on one side. The hot stream carries \(2kT_1\) per atom and the cold stream \(2kT_2\), so

\[
q=2k\Gamma\,(T_1-T_2).
\]

**Pressure of the two streams.** To express \(\Gamma\) through \(p\) when the temperatures differ, we need the momentum carried by each stream. The mean normal speed of atoms emitted at temperature \(T_i\) is

\[
\langle v_z\rangle_i=\frac{\int_0^\infty v_z^2e^{-mv_z^2/2kT_i}dv_z}{\int_0^\infty v_ze^{-mv_z^2/2kT_i}dv_z}
=\frac{\sqrt{\pi/2}\,(kT_i/m)^{3/2}}{kT_i/m}
=\sqrt{\frac{\pi kT_i}{2m}} .
\]

A plate is pushed by the atoms that arrive and by the recoil of those that leave. Both pushes point away from the gap, so they add:

\[
p=\Gamma m\left(\langle v_z\rangle_1+\langle v_z\rangle_2\right)
=\Gamma\sqrt{\frac{\pi mk}{2}}\left(\sqrt{T_1}+\sqrt{T_2}\right).
\]

The force has the same size on both plates. We solve for \(\Gamma\), insert it in \(q\), and use \(T_1-T_2=(\sqrt{T_1}-\sqrt{T_2})(\sqrt{T_1}+\sqrt{T_2})\). The sum of roots cancels:

\[
q=2k\,p\sqrt{\frac{2}{\pi mk}}\left(\sqrt{T_1}-\sqrt{T_2}\right)
=p\sqrt{\frac{8k}{\pi m}}\left(\sqrt{T_1}-\sqrt{T_2}\right).
\]

This answers part (b). No expansion in the temperature difference has been made.

**Small difference.** Write \(\sqrt{T_1}-\sqrt{T_2}=(T_1-T_2)/(\sqrt{T_1}+\sqrt{T_2})\) and replace the sum of roots by \(2\sqrt T\). Then

\[
h=p\sqrt{\frac{2k}{\pi mT}}=\frac{p\bar v}{2T}
=\frac{1.0\times398.7}{2\times300}\approx0.66\ \text{W/(m² K)},
\]

or about 0.066 mW/(cm² K). This is the result asked for in part (a). For the 10 K difference of the problem, \(q=6.65\) W/m².

The error of the replacement follows from the next term of the expansion. With \(x=(T_1-T_2)/(2T)\),

\[
\sqrt{T_1}+\sqrt{T_2}=\sqrt T\left(\sqrt{1+x}+\sqrt{1-x}\right)\approx2\sqrt T\left(1-\frac{x^2}{8}\right).
\]

The linear formula is thus too low by a relative amount of about \(x^2/8\), which is \(3.5\times10^{-5}\) here. With plates at 400 K and 200 K, and the pressure held at 1 Pa, the general formula gives 134.9 W/m² and the linear one 132.9 W/m². A random sampling of two million atoms from each plate, with the flux found as \(p\) times the ratio of mean energy transferred to mean impulse, gave 135.0 W/m². Its statistical error is about 0.1 %, so it separates the two formulas and supports the general one.

## Comparison of the estimate with the solution

The ratio of the exact coefficient to the scaling estimate is

\[
\frac{p\sqrt{2k/(\pi mT)}}{(p/T)\sqrt{kT/m}}=\sqrt{\frac{2}{\pi}}\approx0.80 .
\]

It is the product of two factors. The striking rate is \(ns/\sqrt{2\pi}\approx0.40\,ns\), because only half the atoms move towards a given plate and their normal speeds are spread over a distribution. The excess energy per crossing is \(2k(T_1-T_2)\), twice the value assumed. The two errors largely cancel, which is why the estimate is only 25 % above the exact value. Its dependence on \(p\), \(T\) and \(m\) is correct.

## When the model holds

**Collisions.** The mean time for a crossing is

\[
\left\langle\frac{L}{v_z}\right\rangle
=L\,\frac{\int_0^\infty e^{-mv_z^2/2kT}dv_z}{\int_0^\infty v_ze^{-mv_z^2/2kT}dv_z}
=L\sqrt{\frac{\pi m}{2kT}}=\frac{2L}{\bar v}.
\]

Treat the atoms as hard spheres of diameter \(d\). Two atoms collide when their centres come within \(d\), which gives a cross-section \(\pi d^2\). The relative velocity of two independent atoms has twice the variance of a single velocity, so its mean magnitude is \(\sqrt2\,\bar v\). The collision rate is \(n\pi d^2\sqrt2\,\bar v=\bar v/\lambda\), with the mean free path

\[
\lambda=\frac{kT}{\sqrt2\,\pi d^2p}.
\]

The mean number of collisions per crossing is the rate times the crossing time, \(2L/\lambda\). A rough diameter of 0.36 nm gives \(\lambda\approx7.2\) mm and \(2L/\lambda\approx0.028\). Few atoms are disturbed, and the collisionless model is justified. This number measures how rare collisions are; it is not the relative change in \(h\), which also depends on how each collision redirects the energy and has not been calculated here.

In the opposite limit, \(L\gg\lambda\), an atom carries energy over a distance of about \(\lambda\), across which the temperature changes by only \((T_1-T_2)\lambda/L\). The scaling estimate then becomes \(h\sim(p/T)s\lambda/L\). Since \(p\lambda\) does not depend on pressure, neither does \(h\), and the proportionality to \(p\) found above is lost.

**Incomplete accommodation.** Suppose that at each plate a fraction \(\alpha\) of the atoms is thermalised and the rest is reflected like light from a mirror, with unchanged energy. Let the mean energies of atoms leaving the hot and cold plates be \(2kT_a\) and \(2kT_b\). Then

\[
T_a=\alpha T_1+(1-\alpha)T_b,\qquad T_b=\alpha T_2+(1-\alpha)T_a .
\]

Subtraction gives \(T_a-T_b=\alpha(T_1-T_2)-(1-\alpha)(T_a-T_b)\), hence

\[
T_a-T_b=\frac{\alpha}{2-\alpha}\,(T_1-T_2).
\]

A mirror reflection keeps \(|v_z|\), and with the same \(\alpha\) at both plates half of the combined flux of the two streams was last thermalised at each plate. The sum of the mean normal speeds, and with it the relation between \(p\) and \(\Gamma\), is therefore unchanged, and \(q\) and \(h\) are multiplied by \(\alpha/(2-\alpha)\) for any temperature difference. For \(\alpha=0.8\) the factor is 0.667, and \(h\) falls to 0.44 W/(m² K). A simulation that followed the energies of 200 000 atoms through repeated bounces between plates at 400 K and 200 K gave a factor of 0.668.

**Radiation.** Black plates exchange \(\sigma(T_1^4-T_2^4)\approx4\sigma T^3(T_1-T_2)\), where \(\sigma\) is the Stefan–Boltzmann constant. The radiative coefficient is 6.12 W/(m² K), about nine times that of the gas. The value 0.66 is therefore the gas contribution and not the total exchange.

If both plates are grey with emissivity \(\varepsilon\), each emits a fraction \(\varepsilon\) of the black-body flux. The other plate absorbs a fraction \(\varepsilon\) at each arrival, and two reflections precede each further arrival. The black-plate value is multiplied by

\[
\varepsilon^2\sum_{j=0}^{\infty}(1-\varepsilon)^{2j}
=\frac{\varepsilon^2}{1-(1-\varepsilon)^2}=\frac{\varepsilon}{2-\varepsilon}.
\]

For \(\varepsilon=0.03\), a rough value for polished metal, radiation contributes 0.093 W/(m² K), or 14 % of the fully accommodated gas value. These formulas describe far-field radiation between grey surfaces. The emissivity of a real metal varies with angle, polarisation and wavelength, so even at a given mean \(\varepsilon\) the value 0.093 is uncertain by a few per cent. The gap is 13 times the thermal length \(\hbar c/(kT)=7.6\) µm; any remaining near-field part has not been calculated.

**Edges.** An atom leaving a plate drifts sideways by \(Lv_x/v_z\). Averaged over all emitted atoms, the displacement towards one chosen edge, with motion away from it counted as zero, is

\[
L\,\sqrt{\frac{kT}{2\pi m}}\;\sqrt{\frac{\pi m}{2kT}}=\frac L2 .
\]

For \(L\ll W\) a fraction \(L/(2W)\) is lost over each edge, and \(2L/W=1.0\) % over all four. Atoms from the surroundings replace those lost, so this percentage is the share of atoms that miss the opposite plate and not the change in \(h\), which also depends on the temperature of the surroundings.

## Relation to real devices

A narrow gas gap at about 1 Pa resembles the working region of a thermal-conductivity vacuum gauge, which infers pressure from the heat lost by a warm element. Many such gauges use a heated wire instead of a plate, which changes the geometry, and often a larger temperature difference than 10 K. Insulation made of reflecting layers in vacuum is normally kept far below 1 Pa, so the pressure here would be high for it. If the surroundings are close to the plate temperatures, incomplete accommodation and radiation are the largest of the effects estimated above for polished plates. Which of the two is larger depends on the surfaces. The rough value \(\alpha=0.8\) removes a third of the gas conduction, more than the 14 % that radiation adds for \(\varepsilon=0.03\); the order is reversed if \(\alpha\) exceeds about 0.92 at this \(\varepsilon\), or if \(\varepsilon\) exceeds about 0.07 at this \(\alpha\). For \(\alpha=0.8\) and \(\varepsilon=0.03\) the total is about 0.54 W/(m² K). With black surfaces radiation dominates instead, and the gas contribution is a small part of the total.
